# Inverse participation ratio of an exponentially localized defect orbital

## Problem

An electron is trapped at a defect in an oxide. The crystal around it is modelled by an infinite chain of sites with spacing $a$, each carrying one orbital, and these site orbitals are orthonormal. The trapped state has the amplitudes

$$c_n=A\,e^{-|n|a/\xi},\qquad n=0,\pm1,\pm2,\dots$$

The peak lies on site 0, and both tails have the same decay length $\xi>0$. This is the decay length of the amplitude; the density $|c_n|^2$ falls off with length $\xi/2$.

The inverse participation ratio is

$$P=\frac{\sum_n|c_n|^4}{\left(\sum_n|c_n|^2\right)^2}.$$

If a state has equal weight on $M$ sites and none elsewhere, the numerator is $M|c|^4$ and the denominator $M^2|c|^4$, so $P=1/M$. For a general state, $1/P$ therefore serves as an effective number of occupied sites.

(a) Estimate $P$ by scaling. (b) Calculate it exactly. (c) Find its limits for $\xi\ll a$ and $\xi\gg a$. (d) Evaluate it for a trap 1.5 eV below the band edge, with hopping energy 1.0 eV and site spacing 0.35 nm.

## First estimate by scaling

The amplitude $A$ cancels in $P$, so $P$ can depend only on the dimensionless ratio

$$\kappa=\frac a\xi .$$

When $\xi\gg a$, the density extends about $\xi/2$ to each side. Its total width is about $\xi$, which covers about $\xi/a$ sites. Treating the density as a box of this width gives $P\sim a/\xi=\kappa$. When $\xi\ll a$, nearly all the weight is on one site and $P\approx1$. The estimate is thus

$$P\sim\min(\kappa,1).$$

The box shape was assumed, so a numerical factor of order one remains unknown in the first regime. The estimate also says little about the crossover at $\xi\approx a$.

## Exact solution

**The norm.** Define $q=e^{-2\kappa}$, so that $0<q<1$ and $|c_n|^2=A^2q^{|n|}$ for real $A$. The central site is counted once and every other distance twice:

$$\sum_n|c_n|^2=A^2\left(1+2\sum_{n=1}^{\infty}q^n\right)
=A^2\left(1+\frac{2q}{1-q}\right)=A^2\,\frac{1+q}{1-q}.$$

Multiplying numerator and denominator by $e^{\kappa}$ turns the fraction into $(e^\kappa+e^{-\kappa})/(e^\kappa-e^{-\kappa})=\coth\kappa$. The normalized weights are therefore

$$p_n=\frac{|c_n|^2}{\sum_m|c_m|^2}=q^{|n|}\tanh\kappa,$$

and the defect site itself holds the fraction $p_0=\tanh\kappa$ of the electron.

**The fourth powers.** Since $|c_n|^4=A^4(q^2)^{|n|}$, the same sum applies with $q$ replaced by $q^2$:

$$\sum_n|c_n|^4=A^4\,\frac{1+q^2}{1-q^2}=A^4\coth2\kappa .$$

**The ratio.** The factors $A^4$ cancel. With $1-q^2=(1-q)(1+q)$,

$$P=\frac{1+q^2}{(1-q)(1+q)}\,\frac{(1-q)^2}{(1+q)^2}
=\frac{(1-q)(1+q^2)}{(1+q)^3}.$$

In hyperbolic functions the same ratio is $P=\coth2\kappa/\coth^2\kappa=\tanh^2\kappa/\tanh2\kappa$. Inserting $\tanh2\kappa=2\tanh\kappa/(1+\tanh^2\kappa)$ gives

$$\boxed{P=\tfrac12\tanh\kappa\left(1+\tanh^2\kappa\right)},\qquad \kappa=\frac a\xi .$$

Only $|c_n|$ entered, so tails with alternating signs or other phases have the same $P$.

**Strong localization, $\xi\ll a$.** Here $q\to0$. The two factors of the rational form expand as

$$(1-q)(1+q^2)=1-q+q^2+O(q^3),\qquad (1+q)^{-3}=1-3q+6q^2+O(q^3).$$

In their product the coefficient of $q$ is $-1-3=-4$, and that of $q^2$ is $6+3+1=10$:

$$P=1-4q+10q^2+O(q^3)\;\longrightarrow\;1 .$$

The leading correction comes from the two nearest neighbours. They raise the norm from $1$ to $1+2q$ and hence its square to about $1+4q$, while the numerator changes only at order $q^2$.

**Weak localization, $\xi\gg a$.** Now $\kappa\to0$, with $\tanh\kappa=\kappa-\kappa^3/3+O(\kappa^5)$ and $\tanh^3\kappa=\kappa^3+O(\kappa^5)$. Therefore

$$P=\frac12\left(\kappa-\frac{\kappa^3}{3}+\kappa^3\right)+O(\kappa^5)
=\frac\kappa2+\frac{\kappa^3}{3}+O(\kappa^5)\;\longrightarrow\;0 .$$

To leading order $1/P=2\xi/a$. A continuum calculation confirms the factor. For a slowly varying envelope $\psi(x)=e^{-|x|/\xi}$, each sum becomes $a^{-1}\int dx$, and

$$P\simeq\frac{a\int\psi^4dx}{\left(\int\psi^2dx\right)^2}
=\frac{a\,(\xi/2)}{\xi^2}=\frac{a}{2\xi}.$$

## A defect that produces this orbital

Part (d) gives energies, so $\kappa$ must be related to them. Let neighbouring sites be coupled by $-t$ with $t>0$, and let site 0 have energy $-U$ with $U>0$, all other site energies being zero. The stationary equation is

$$Ec_n=-t(c_{n+1}+c_{n-1})-U\delta_{n0}c_0 .$$

For $n\ne0$, inserting the exponential and dividing by $c_n$ gives

$$E=-t(e^{-\kappa}+e^{\kappa})=-2t\cosh\kappa .$$

At $n=0$ both neighbours are smaller than the centre by $e^{-\kappa}$, so $E=-U-2te^{-\kappa}$. Equating the two expressions,

$$U=2t(\cosh\kappa-e^{-\kappa})=2t\,\frac{e^\kappa-e^{-\kappa}}2=2t\sinh\kappa .$$

In this model every $U>0$ thus gives one such orbital, with

$$E=-2t\sqrt{1+\sinh^2\kappa}=-\sqrt{U^2+4t^2},\qquad
\tanh\kappa=\frac{2t\sinh\kappa}{2t\cosh\kappa}=\frac{U}{|E|}.$$

The band of the perfect chain starts at $-2t$, so the trap depth is $D=|E|-2t$.

## Numbers for the trap

With $t=1.0$ eV and $D=1.5$ eV, the level lies at $E=-3.5$ eV from the band centre. Then

$$U=\sqrt{3.5^2-4(1.0)^2}\ \text{eV}=2.872\ \text{eV},\qquad
\tanh\kappa=\frac{2.872}{3.5}=0.8207 .$$

This gives $\kappa=1.159$, $q=0.0985$ and $\xi=0.35\ \text{nm}/1.159=0.302$ nm. The inverse participation ratio is

$$P=\tfrac12(0.8207)(1+0.8207^2)=0.687,\qquad \frac1P=1.46\ \text{sites}.$$

The site weights give the same value. The centre holds 0.821, each nearest neighbour 0.0808 and each second neighbour 0.0080, so

$$P\approx0.821^2+2(0.0808)^2+2(0.0080)^2\approx0.687 .$$

Thus $P$ is not the fraction of the electron on the defect site. That fraction is 0.821, and $P$ is close to its square because the neighbours contribute little to the sum of squares.

## Comparison of estimate and exact result

The scaling estimate has the right dependence on $\xi$ in the weak regime but the wrong factor. At $\kappa=0.1$ it gives $0.1$, whereas the exact value is $0.0503$. An exponential density has long tails beyond the assumed box, and the integrals above show that it counts as $2\xi/a$ sites instead of $\xi/a$. For the trap, $\kappa>1$, so the estimate is $P\sim1$ against the exact $0.687$.

The two leading limiting formulas are sharper, each in its own regime. Errors are relative to the exact value.

| $\kappa$ | exact $P$ | $\kappa/2$ | error | $1-4q$ | error |
|---|---|---|---|---|---|
| 0.1 | 0.0503 | 0.0500 | −0.65 % | −2.27 | useless |
| 1.159 | 0.687 | 0.579 | −16 % | 0.606 | −12 % |
| 3 | 0.9901 | 1.50 | +51 % | 0.9901 | −0.006 % |

Outside its regime a limiting formula can leave the allowed range altogether: $P$ is positive and cannot exceed 1. The trap has $\xi\approx a$ and lies between the regimes, so the exact formula is needed there.

## Where the result stops applying

**A peak shared by two sites.** Suppose two neighbouring sites have the same attraction $U_2$. The lowest orbital then has equal amplitudes on both, with one tail going outward from each. The sums become $2A^2/(1-q)$ and $2A^4/(1-q^2)$, hence

$$P_2=\frac{2}{1-q^2}\,\frac{(1-q)^2}{4}=\frac{1-q}{2(1+q)}=\tfrac12\tanh\kappa .$$

As $\kappa\to\infty$ this tends to $1/2$, not to 1. At fixed $t$ and $D$ the tails still obey $E=-2t\cosh\kappa$, so $\kappa$ is unchanged and $P_2=0.410$, which is 40 % below the one-site value. The attraction needed for this depth is 2.19 eV on each site.

**A finite cell.** For $N$ sites with $\sum p_n=1$, the Cauchy–Schwarz inequality gives $1=(\sum p_n)^2\le N\sum p_n^2=NP$, so $P\ge1/N$. A finite cell with $N<2\xi/a$ therefore cannot reproduce the weak limit $P\simeq a/(2\xi)$. An accurate value needs more sites than this minimum, because the tails must fit into the cell: at its edge, a distance $Na/2$ from the peak, the density of the infinite-chain orbital has fallen by the factor $e^{-Na/\xi}$, which must be small. The error in $P$ is larger than this factor. At $\kappa=0.1$ and the same $U$, a cell of 41 sites has the factor 0.017, but $P$ is off by $+15$ % with impenetrable walls and by $-8$ % with periodic boundaries. About 100 sites are needed for an error of 0.1 %.

**The real material.** The chosen numbers are illustrative and not fitted to a material. They are meant to give the order of magnitude for an electron trap at an oxygen vacancy in hafnium oxide, a material used in charge-trap and resistive memory. The hopping and spacing correspond to a band-edge mass of 0.31 electron masses. A real vacancy is surrounded by several metal atoms, which breaks the assumption of a single central site; sharing the peak equally between two sites already lowers $P$ from 0.69 to about 0.4, the largest of the changes calculated here. If $M$ sites share the peak equally, no site holds more than the weight $1/M$, so $P=\sum p_n^2\le1/M$: three or four symmetry-equivalent atoms would lower $P$ further, to at most 1/3 or 1/4. The bound needs equal weights, which equal attraction alone does not guarantee: four neighbouring chain sites with the same attraction, at the same $t$ and $D$, carry the weights 0.16, 0.32, 0.32 and 0.16 and give $P=0.26$. At fixed depth, changing the hopping to 0.7 or 1.3 eV gives 0.77 or 0.62. A simple cubic lattice with the same $t$ and $D$ gives 0.67. Random site energies of 0.1 eV rms leave the mean near 0.69, with a spread of 0.02. Lattice relaxation, electron interaction and the several orbitals of each atom are not calculated. Since sharing the peak between two sites already changes the first digit of $P$, the value 0.69 belongs to the one-site model and should not be assigned to a real vacancy.

**Film, field and temperature.** For a trap at the centre of a 15-site film, 5.25 nm thick with impenetrable walls, a field of 2 MV/cm changes $P$ by only about 0.1 %. This field would need 7.5 nm to bring the band edge down to the unshifted trap level, more than the film thickness. At 358 K the thermal energy is 0.031 eV, and the Boltzmann factor $e^{-D/k_BT}$ is about $8\times10^{-22}$. Neither number is an escape rate: tunnelling into electrodes and the prefactor of thermal emission are missing. $P$ measures how the orbital is spread over sites and does not by itself give the retention time of a memory cell. The remaining digits are in the numerical output.

## Values computed for the example and the checks

```
site spacing a = 0.35 nm
hopping t = 1.00 eV
trap depth D = 1.50 eV
band-edge mass for this t and a = 0.311 electron masses
level E from band centre = -3.500 eV
site attraction U = 2.8723 eV
kappa = a/xi = 1.1588 (no unit)
decay length xi = 0.3020 nm
q = exp(-2 kappa) = 0.09851 (no unit)
tanh(kappa) = 0.82065 (no unit)
weight on site 0 = 0.82065 (no unit)
weight on site 1 = 0.08084 (no unit)
weight on site 2 = 0.00796 (no unit)
IPR, closed form = 0.68667 (no unit)
IPR, diagonalization = 0.68667 (no unit)
participation number 1/P = 1.4563 sites
weak case: kappa = 0.1000, exact P = 0.050329
  weak formula kappa/2 = 0.050000, error -0.654 %
  strong formula 1-4q = -2.274923, error -4620.101 %
example: kappa = 1.1588, exact P = 0.686668
  weak formula kappa/2 = 0.579405, error -15.621 %
  strong formula 1-4q = 0.605969, error -11.752 %
strong case: kappa = 3.0000, exact P = 0.990146
  weak formula kappa/2 = 1.500000, error 51.493 %
  strong formula 1-4q = 0.990085, error -0.006 %
two-site defect: attraction per site = 2.1861 eV
two-site defect, same depth: P = 0.4103 (no unit)
simple cubic lattice, same t and D: P = 0.6699 (no unit)
hopping 0.7 eV, same D: P = 0.7737 (no unit)
hopping 1.3 eV, same D: P = 0.6177 (no unit)
site disorder = 0.10 eV rms, 1000 samples
  mean P = 0.6856, spread = 0.0171 (no unit)
film: 15 sites, thickness 5.25 nm
field = 2.0 MV/cm, energy step per site = 0.070 eV
film without field: P = 0.686668 (no unit)
film with field: P = 0.685679 (no unit)
infinite-chain weight outside film = 1.61e-08 (no unit)
distance D/field to reach band edge = 7.50 nm
thermal energy at 358 K = 0.0309 eV
Boltzmann factor exp(-D/kT) = 7.65e-22 (no unit)
```
